# How repulsion between identical sites splits thermal desorption into two peaks

A surface-kinetics calculation for a plasma reactor needs a list of adsorption sites and their binding energies. If a desorption spectrum shows two peaks, should that list contain two kinds of site, or one kind with an interaction between neighbours? The choice affects how the calculated desorption rate changes with coverage. A square lattice of identical sites shows that the second option can be sufficient, and what it requires.

## The model and its rate

Each site holds at most one particle. Every occupied nearest-neighbour pair costs an energy $w>0$. An isolated particle desorbs, without dissociating or recombining, at the rate
$$K=\nu e^{-E_0/kT},$$
where $\nu$ is the attempt frequency. The top of the desorption barrier is assumed not to feel the neighbours. A particle with $m$ occupied neighbours starts higher in energy by $mw$, so its barrier is $E_0-mw$. With $g=w/kT$, its rate is $Ke^{mg}$.

Let $\theta$ be the fraction of occupied sites, and let $P(1,m)$ be the probability that a site is occupied and has $m$ occupied neighbours. Adding all environments gives
$$-\frac{d\theta}{dt}=K\sum_{m=0}^{4}P(1,m)e^{mg}.$$

Diffusion is assumed fast enough to keep the layer in equilibrium at its current coverage. An arrangement with $N$ particles and $P$ pairs then has weight $e^{sN-gP}$. Here $z=e^s$ is the activity measured from an isolated adsorbed particle, and $s$ is the corresponding chemical potential divided by $kT$.

Compare two arrangements that differ only in whether one site is filled. Filling it adds one particle and $m$ pairs, so
$$P(1,m)=ze^{-mg}P(0,m).$$
The factor $e^{-mg}$, which makes crowded particles rare, cancels the factor $e^{mg}$, which makes them desorb quickly. Since $\sum_mP(0,m)=1-\theta$,
$$-\frac{d\theta}{dt}=Kz(1-\theta). \tag{1}$$

All effects of the interaction now sit in $z(\theta,T)$. Enumerating every arrangement of a periodic $4\times4$ lattice at $g=2$ and $s=3.1$ gives $\theta=0.47957$. Equation (1) predicts the rate factor $e^{3.1}(1-0.47957)=11.55$, and the direct sum over environments gives the same value.

## Why half coverage is special

Exchange particles and holes. On $M$ sites there are $2M$ bonds. If $N_h$ and $P_h$ count holes and hole pairs, then $N=M-N_h$. Expanding $(1-h_i)(1-h_j)$ over all bonds, with four bonds at each site, gives
$$P=2M-4N_h+P_h.$$
Hence
$$sN-gP=\text{constant}+(4g-s)N_h-gP_h.$$
The holes form the same lattice gas with $s$ replaced by $4g-s$, so
$$z(\theta)z(1-\theta)=e^{4g},\qquad z(1/2)=e^{2g}. \tag{2}$$

At low temperature the half-filled layer is a checkerboard: one sublattice full, the other empty. Write $s=2g+u$, so that $u=0$ at half coverage. Two dilute defects change the coverage.

- A site of the full sublattice has no occupied neighbours. Its weights are 1 when empty and $z$ when filled, so its vacancy probability is about $1/z=e^{-2g-u}$.
- A site of the empty sublattice has four occupied neighbours. Its occupation probability is about $ze^{-4g}=e^{-2g+u}$.

Each sublattice contains half the sites. Therefore
$$\theta=\tfrac12\left(1-e^{-2g-u}+e^{-2g+u}\right)
=\tfrac12+e^{-2g}\sinh u. \tag{3}$$

This leading-order result requires both defect probabilities to be small. At $g=3.5$ and $u=1$, it gives $\theta-1/2=0.001072$; the numerical lattice calculation described below gives 0.001080.

Equation (3) contains the mechanism. Near half coverage, a change in $\theta$ of order $e^{-2g}$ changes $u$ by order one. The chemical potential climbs a step of total height about $4w$, and by (3) half of it, from $u=-g$ to $u=g$, is crossed within about $\pm\frac12e^{-g}$ of half coverage. For large $g$ this window is narrow; at $g=2.6$ the lattice calculation puts 55% of the step between coverages 0.45 and 0.55. Below the step, a particle can be added to a vacant checkerboard site without making a pair. Above it, an added particle makes four.

Both sides follow by substituting (3) into (1), with $1-\theta\approx1/2$:
$$-\frac{d\theta}{dt}\approx\tfrac12Ke^{2g+u}.$$

For a surplus $\delta=\theta-1/2\gg e^{-2g}$, still small compared with one half, $u$ is large and positive. Then $\delta\approx\frac12e^{-2g+u}$, or $e^u=2\delta e^{2g}$, and
$$-\frac{d\theta}{dt}\approx K\delta e^{4g}
=\nu\delta e^{-(E_0-4w)/kT}.$$
The surplus desorbs by a first-order law with barrier $E_0-4w$.

For a deficit $\eta=1/2-\theta\gg e^{-2g}$, also small, $u$ is large and negative. Then $e^u=e^{-2g}/(2\eta)$, so
$$-\frac{d\theta}{dt}\approx\frac{K}{4\eta}. \tag{4}$$
The interaction energy has cancelled and the activation energy is $E_0$. The fall from one law to the other slows desorption sharply until the surface is hotter.

Equation (4) is not a first-order law. Particles thermally displaced onto the wrong sublattice are rare, but each has four neighbours and leaves quickly. More vacancies make such displaced particles rarer, hence the factor $1/\eta$.

This affects the start of the upper peak. For a linear ramp $dT/dt=b$, equation (4) becomes $\eta\,d\eta/dT=K/(4b)$. Because $E_0/kT\gg1$, $\int K\,dT\approx KkT^2/E_0$. Neglecting the deficit at the start of this stage,
$$\eta\approx\left(\frac{KkT^2}{2bE_0}\right)^{1/2},\qquad
-\frac{d\theta}{dT}\approx\frac{E_0}{2kT^2}\,\eta.$$
Apart from powers of $T$, the signal rises as $e^{-E_0/2kT}$. In the range $e^{-2g}\ll\eta\ll1/2$, an Arrhenius plot of this leading edge would therefore return about half the binding energy, because coverage changes along the edge.

## The activation energy at fixed coverage

Fixing the coverage removes that complication. From (1),
$$E_a=-\left(\frac{\partial\ln(-d\theta/dt)}{\partial(1/kT)}\right)_\theta
=E_0-w\left(\frac{\partial s}{\partial g}\right)_\theta. \tag{5}$$

The last derivative has a direct meaning. Let $q$ be the logarithm of the grand partition function per site and $p$ the mean number of pairs per site. From the weight $e^{sN-gP}$, $dq=\theta\,ds-p\,dg$. Define $\phi=s\theta-q$; then $d\phi=s\,d\theta+p\,dg$. Equality of its mixed second derivatives gives
$$\left(\frac{\partial s}{\partial g}\right)_\theta
=\left(\frac{\partial p}{\partial\theta}\right)_g,
\qquad E_a=E_0-w\left(\frac{\partial p}{\partial\theta}\right)_g.$$
The barrier is lowered by $w$ times the number of pairs that the whole layer loses when one particle is removed and the rest re-equilibrates.

Near half coverage, differentiate (3) at fixed $\theta$: $0=-2\sinh u\,dg+\cosh u\,du$. Thus $du/dg=2\tanh u$. Since $s=2g+u$,
$$E_a=E_0-2w(1+\tanh u). \tag{6}$$
This runs from $E_0-4w$ on the surplus side, through $E_0-2w$ at half coverage, to $E_0$ on the deficit side.

## When the step makes a valley

A change of activation energy does not by itself guarantee two maxima. Let $R=-d\theta/dT$ be the desorption per kelvin, and write $f=z(1-\theta)$, so that $R=(K/b)f$. Along the ramp, $\theta$ changes at the rate $-R$. Hence
$$\frac{d\ln R}{dT}=\frac{E_a}{kT^2}-R\Lambda,\qquad
\Lambda=\left(\frac{\partial\ln f}{\partial\theta}\right)_T.$$
The first term is the gain from heating; the second is the loss from falling coverage. At every maximum or minimum of the spectrum,
$$R=\frac{E_a}{kT^2\Lambda}. \tag{7}$$

A valley needs a narrow range of coverage in which $\Lambda$ is large. In the checkerboard, (3) gives $(\partial u/\partial\theta)_T=e^{2g}/\cosh u$, so
$$\Lambda=\frac{e^{2g}}{\cosh u}-\frac1{1-\theta}. \tag{8}$$
At half coverage this is $e^{2g}-2$, which grows rapidly with $w/kT$.

## A worked spectrum

Take $E_0=1.50$ eV, $w=0.10$ eV, $\nu=10^{13}$ s$^{-1}$, $b=5$ K/s and initial coverage 0.99. The function $z(\theta,T)$ is calculated on an infinitely long cylinder six sites around. If rows $a$ and $b$ contain $n_a,n_b$ particles and $p_a,p_b$ internal pairs, with $c_{ab}$ pairs between them, the transfer matrix is
$$\mathcal T_{ab}=\exp\left[\tfrac{s}{2}(n_a+n_b)-\tfrac{g}{2}(p_a+p_b)-gc_{ab}\right].$$
Halving the row terms counts each row once when matrices are multiplied. On a long cylinder the largest eigenvalue dominates, and the squared components of its normalized eigenvector are the probabilities of the row arrangements. Their mean occupation is $\theta$. Equation (1) is then integrated along the ramp.

| Feature | $T$ (K) | $\theta$ | $R$ (K$^{-1}$) |
|---|---:|---:|---:|
| Lower peak | 419 | 0.626 | 0.0103 |
| Valley | 447 | 0.493 | 0.00081 |
| Upper peak | 524 | 0.248 | 0.0062 |

The peaks are 105 K apart. The valley rate is 8% of the lower maximum and 13% of the upper one.

The valley rate can be recovered by hand from the valley's temperature and coverage. There $g=2.596$ and $e^{-2g}=0.00556$. Equation (3) gives $\sinh u=(0.493-0.5)/0.00556=-1.26$, hence $u=-1.05$, $\cosh u=1.61$ and $\tanh u=-0.78$. Equation (8) gives $\Lambda=180/1.61-2.0=110$, and (6) gives $E_a=1.50-0.20(1-0.78)=1.46$ eV. With $kT^2=17.2$ eV K, equation (7) yields
$$R=\frac{1.46}{17.2\times110}=7.7\times10^{-4}\ \text{K}^{-1}.$$
This is about 5% below the tabulated value, which itself carries an error of that size: a finer temperature integration gives $7.9\times10^{-4}$ K$^{-1}$, and cylinders eight or ten sites around give $7.7\times10^{-4}$ K$^{-1}$.

At 447 K, the full calculation gives $E_a=1.11$ eV at coverage 0.75, 1.30 eV at 0.50 and 1.49 eV at 0.25. At coverage 0.40 it gives 1.508 eV, slightly more than $E_0$. By the pair-counting form of (5), $\partial p/\partial\theta=-0.08$ there on the six-site cylinder, and it is not converged in width ($-0.115$, $-0.136$ and $-0.152$ for widths 8, 10 and 12), though its sign is stable: adding particles reduces the total number of neighbouring pairs.

The peaks should not be read as two independent first-order peaks. Such peaks would occur at 413 K for $E_0-4w$ and 558 K for $E_0$. The upper peak is 34 K below the latter although its activation energy is close to $E_0$. At 524 K, $K/b=0.0075$ K$^{-1}$, so $f=0.0062/0.0075=0.83$. Per particle this is $0.83/0.248=3.3$: the average particle leaves 3.3 times faster than an isolated one.

The low-coverage limit shows how this happens without a lower activation energy. To first order in $\theta$, each of the four neighbours of a particle is occupied with probability $\theta e^{-g}$, and its presence changes the rate factor by $e^g-1$. Thus
$$f\approx\theta\left[1+4\theta(1-e^{-g})\right].$$
For large $g$ the correction is $4\theta$, independent of temperature. Neighbours become rarer at the same rate as their effect grows, so they act like a larger attempt frequency. At the upper peak this first correction gives a factor of about 1.9 per particle; higher orders in $\theta$ supply the rest of the 3.3. As $\theta\to0$, the ordinary first-order law returns.

## Repulsion without correlation

Now keep $w=0.10$ eV and all other parameters, but force the layer to remain random. The four neighbours are then independently occupied with probability $\theta$, and
$$f_{\rm random}=\theta(1-\theta+\theta e^g)^4.$$
With $x=e^g-1$, its coverage slope is
$$\Lambda_{\rm random}=\frac1\theta+\frac{4x}{1+\theta x}<\frac5\theta.$$
At half coverage this stays below 10 however strong the repulsion. The computed spectrum has one peak, at 412 K, and at half coverage its rate is still 86% of the maximum. The repulsion is unchanged; what is missing is the particles' avoidance of one another.

An intermediate description keeps correlations between pairs but no distinction between sublattices. Let $\varepsilon$ be the probability that a bond has its first site filled and its second empty. Then the filled-filled and empty-empty probabilities are $\theta-\varepsilon$ and $1-\theta-\varepsilon$. The pair approximation sets
$$(\theta-\varepsilon)(1-\theta-\varepsilon)=\varepsilon^2e^{-g},$$
whose physical solution is
$$\varepsilon=\frac{2\theta(1-\theta)}{1+\sqrt{1-4\theta(1-\theta)(1-e^{-g})}}.$$
Treating the four neighbours as independent once the central site is known to be filled gives
$$f_{\rm pair}=\theta\left[\frac{\varepsilon+(\theta-\varepsilon)e^g}{\theta}\right]^4.$$

At half coverage, symmetry makes $d\varepsilon/d\theta=0$, and $\varepsilon=\frac12/(1+e^{-g/2})$. The numerator in brackets is then $\frac12e^{g/2}$ and its derivative is $e^g$. Since $\ln f_{\rm pair}$ also contains $-3\ln\theta$,
$$\Lambda_{\rm pair}=8e^{g/2}-6.$$
At $g=2.596$, the half-coverage slopes are about 9 for the random layer, 23 for the pair approximation and 178 from (8). The pair approximation already gives two peaks, at 404 and 535 K, but its rate at half coverage is 41% of its maximum. In the full calculation that ratio is 12%. Local avoidance can split the spectrum; the fuller checkerboard correlations deepen the valley.

## Is an ordering transition required?

Write each occupation as $n=(1+\sigma)/2$, with $\sigma=\pm1$. The pair energy contains $w\sigma\sigma'/4$, and at half coverage the linear terms cancel. Reversing $\sigma$ on one sublattice gives the ferromagnetic Ising model with coupling $J=w/4$. Onsager's condition $2J/kT_c=\ln(1+\sqrt2)$ becomes
$$\frac{w}{kT_c}=2\ln(1+\sqrt2)=1.763.$$
For $w=0.10$ eV, $T_c=658$ K, so the example crosses half coverage well inside the ordered region.

That is not necessary for splitting. With $E_0$, $\nu$, $b$ and initial coverage held fixed, two peaks first appear near $w=0.059$ eV, if each must stand out by at least 5% of the highest rate. At half coverage this layer has $w/kT=1.39$, below 1.763: it is too hot for long-range order. Strong short-range order is enough. The threshold belongs to this ramp and this definition of a resolved peak; on a cylinder ten sites around it moves to 0.060 eV, with $w/kT=1.41$.

## What a two-site fit would mean

Suppose instead that half the sites bind with energy $E_0$ and half with $E_0-4w$, without interactions. In equilibrium at activity $z\gg1$, the strong sites have vacancy probability about $1/z$, while the weak sites have occupation about $ze^{-4g}$. These are the two defect probabilities behind (3). If both kinds share the same barrier top, equation (1) also holds. The valley near half coverage is then the same to leading order, so its presence alone cannot identify the cause.

The models differ at low coverage. With two fixed kinds of site and $e^{4g}\gg1$, $\theta\approx z/2$, so $f\approx2\theta$; with identical interacting sites, $f\approx\theta$. This equilibrated two-site model, with its shared barrier top, thus assigns a different low-coverage rate even with the same $E_0$ and $\nu$. Observing checkerboard domains that can occupy either sublattice would be more direct evidence for repulsion, because fixed strong sites would always fill the same places.

## Real surfaces and the limits of the numbers

The parameters are illustrative and describe no particular adsorbate. Strongly repelling molecules may saturate well below the starting coverage of 0.99, or move to other sites. Carbon monoxide calls for this caution: even without a surface, two upright molecules 0.28 nm apart repel by roughly 0.1 eV or more, and the repulsion grows steeply at shorter distances. The starting coverage matters for the result. With the other parameters unchanged, a layer that starts at coverage 0.60 has a lower peak only about 30% as high, and one that starts at 0.50 shows the upper peak alone. Attempt frequencies can also be well above $10^{13}$ s$^{-1}$; a tenfold increase moves the peaks down by about 28 and 33 K but leaves two of them.

Longer-range forces are a larger concern than slow diffusion. An assumed second-neighbour repulsion of 0.01 eV acts on four neighbours in a full checkerboard; scaling the upper peak temperature by $4(0.01)/1.50$ gives a downward shift of about 14 K. This is an upper estimate for that peak, because many of those neighbours have already left. The lower peak, where the layer is denser, moves further: adding this repulsion to the transfer matrix (width eight) lowers the upper peak by 9 K and the lower one by 30 K, and two peaks remain. For an assumed diffusion barrier of 0.40 eV, a particle attempts roughly $2\times10^9$ hops per desorption event at the lower peak, so equilibrium is reasonable unless crowding or defects block motion.

Readsorption depends on the chamber. For a 1 cm$^2$ sample, a 100 L/s pump and gas of mass 28 u at 300 K, the flux returning to the sample is about 12% of the desorbing flux. If all of it sticks, the upper peak moves up by roughly $(kT^2/E_a)\ln1.12\approx2$ K. The added pressure peaks near $2\times10^{-8}$ Torr for a site spacing of 0.28 nm.

The finite cylinder matters less, but the last digits of the table are not converged. Going from width six to width ten moves the lower peak from 419 K at coverage 0.626 to 421.5 K at 0.603, where it is still drifting, and moves the upper peak down by about 1.5 K, so the separation becomes 101 K. Coverage 0.25 is reached at 523.6 K for width six and 524.2 K for width four. A separate rate equation for the number of particles on 16 sites, built from the microscopic rates, also gives two peaks and reaches that coverage at 528.4 K. The remaining values are in the numerical output.

Plasma-exposed walls can break a more basic assumption: atoms may leave by recombining in pairs. Desorption then depends on the probability of finding two reactants together, which repulsion itself reduces, and equation (1) no longer applies. For non-dissociative desorption from a mobile layer, however, two peaks alone do not justify a second kind of site.

## Table of computed values

```
E0 = 1.50 eV; w = 0.10 eV
attempt frequency = 1.0e+13 1/s; ramp = 5.0 K/s
initial coverage = 0.99; spacing = 0.28 nm
identity test: g = 2.0, s = 3.1, coverage = 0.47957
direct and identity flux factors = 11.552546, 11.552546
cold defect test: g = 3.5, u = 1.0
coverage minus half: matrix 0.001080, formula 0.001072
critical w/kT: formula 1.7627, crossing 1.7484
half-coverage ordering temperature = 658.3 K
lower peak: T = 419.0 K, coverage = 0.626, rate = 0.010288 1/K
valley: T = 447.0 K, coverage = 0.493, rate = 0.000811 1/K
upper peak: T = 524.0 K, coverage = 0.248, rate = 0.006196 1/K
peak separation = 105.0 K
valley/lower-peak rate = 0.0788
valley/upper-peak rate = 0.1309
isolated first-order peaks: E0-4w 412.9 K, E0 557.8 K
w/kT at valley = 2.596; exp(-2w/kT) = 0.00556
activation energy at coverage 0.10 = 1.4961 eV
activation energy at coverage 0.25 = 1.4900 eV
activation energy at coverage 0.40 = 1.5080 eV
activation energy at coverage 0.50 = 1.3000 eV
activation energy at coverage 0.60 = 1.0920 eV
activation energy at coverage 0.75 = 1.1100 eV
activation energy at coverage 0.90 = 1.1039 eV
temperatures at coverage 0.75, 0.25 = 406.5, 523.6 K
same from 16-site master equation = 406.5, 528.4 K
same from width-4 cylinder = 406.3, 524.2 K
largest tested width-8/width-6 coverage difference = 0.00272
equilibrium layer: 2 peak(s) at 419.0, 524.0 K; half-coverage/max rate = 0.1167
pair layer: 2 peak(s) at 403.5, 534.5 K; half-coverage/max rate = 0.4067
random layer: 1 peak(s) at 412.0 K; half-coverage/max rate = 0.8643
two-peak threshold w = 0.0591 eV (5% prominence)
threshold w/kT at half coverage = 1.394
rough diffusion barrier = 0.40 eV
hop rate/desorption rate at lower peak = 1.88e+09
rough second-neighbour repulsion = 0.01 eV
estimated upper-peak shift from it = 14.0 K downward
sample = 1.0 cm2; pump = 100 L/s; gas mass = 28 u; gas T = 300 K
maximum added pressure = 2.04e-08 Torr
returning/desorbing flux = 0.119
peak shifts for tenfold attempt frequency = -27.5, -33.0 K
```
